The Threshold Kick for Reversing an Easy-Axis Antiferromagnet

**The problem**

An antiferromagnet has two equal sublattices with unit moments m1 and m2. They are coupled by an exchange field B_E and held to the z axis by an anisotropy field B_A, both positive. The energy divided by the moment of one sublattice is

e = B_E m1·m2 − (B_A/2)(m1z² + m2z²).

Each moment precesses without damping in its own field B_i = −∂e/∂m_i:

dm_i/dt = −γ m_i × B_i, with γ > 0.

The Néel vector n = (m1 − m2)/2 rests along +z. A spin torque polarized along −y acts for a time much shorter than the period of small oscillations. It leaves n still along +z, but turning in the xz plane with angular velocity Ω > 0. Let φ be the angle of n from +z towards +x.

How large must Ω be for n to reach −z after the pulse has ended? What do kicks of 0.97 and 1.03 times the resonance angular frequency ω_r do? Take B_E = 245 T, B_A = 0.07 T and γ = 0.17588 rad/(ps T), for which ω_r = 1.0301 rad/ps.

"Reaching −z" means passing through it. Without damping, n does not come to rest there after a single kick.

**A tempting solution**

Near the easy axis n is a harmonic oscillator, φ'' = −ω_r²φ, where a prime on φ denotes a time derivative. Starting from φ = 0 with velocity Ω, it moves as

φ(t) = (Ω/ω_r) sin ω_r t.

The largest angle is Ω/ω_r. The top of the anisotropy barrier lies at φ = π/2, so reversal seems to require

Ω > (π/2) ω_r = 1.571 × 1.0301 rad/ps = 1.62 rad/ps.

On this reasoning both kicks fail. They turn n by 0.97 rad = 55.6° and 1.03 rad = 59.0°, and n swings back.

**Where it fails**

The oscillator equation and its solution are correct for small φ. The fault is the use of that solution at φ = π/2. The anisotropy energy depends on cos²φ, so its torque is proportional to sinφ cosφ = ½ sin 2φ. This is close to φ near the axis, but it is largest at 45° and vanishes at 90°. The linear law keeps growing where the real torque dies away, and so it makes the barrier too high. The full angular dependence is needed.

**Reduction to two variables**

A half-turn about y takes (x, y, z) to (−x, y, −z). Followed by an exchange of the two labels, it leaves the energy, the equations of motion, the torque and the initial state unchanged. The symmetry therefore persists, and m2 is at all times the half-turned copy of m1. Define

u = (sinφ, 0, cosφ), v = du/dφ = (cosφ, 0, −sinφ),

and let ŷ be the unit vector along y. The moments are then

m1 = c u − μ ŷ, m2 = −c u − μ ŷ, c = √(1 − μ²).

Here μ is the common component along −y, a slight canting of both moments. The Néel vector is n = c u.

The field on the first moment is B_1 = −B_E m2 + B_A m1z ẑ. The exchange part needs m1 × m2. Since u × ŷ = −v and ŷ × u = v,

m1 × m2 = −cμ (u × ŷ) + cμ (ŷ × u) = 2cμ v.

The anisotropy part needs m1 × ẑ. With u × ẑ = −sinφ ŷ, ŷ × ẑ = x̂ and x̂ = sinφ u + cosφ v,

m1 × ẑ = −c sinφ ŷ − μ (sinφ u + cosφ v).

Inserting both, with m1z = c cosφ, gives

dm1/dt = 2γB_E cμ v + γB_A c² sinφ cosφ ŷ + γB_A cμ cosφ (sinφ u + cosφ v).

Differentiating m1 = c u − μ ŷ directly gives

dm1/dt = c' u + c φ' v − μ' ŷ.

Comparison of the v and ŷ components yields

φ' = γμ (2B_E + B_A cos²φ),

μ' = −γB_A (1 − μ²) sinφ cosφ.

The u component, c' = γB_A cμ sinφ cosφ, adds nothing new: it follows from c² + μ² = 1 and the second equation.

The first equation says that n turns because the moments are canted: each precesses in the exchange field of the other. The canting stores the velocity, which is why the motion can continue after the pulse.

**What the kick does**

The spin torque on each moment is τ(t)[p − (m·p)m] with p = −ŷ. As m·p = μ, its component along −y is τ(1 − μ²), and it has no component along v. It thus adds τ(1 − μ²) to μ' and nothing directly to φ'. In the limit of a short pulse with fixed ∫τ dt, μ jumps to a value μ0 while φ has no time to change. The velocity just afterwards is

Ω = γμ0 (2B_E + B_A).

**The resonance frequency**

For small φ and μ the two equations become φ' = γ(2B_E + B_A)μ and μ' = −γB_A φ. Differentiating the first and inserting the second gives φ'' = −ω_r²φ with

ω_r = γ √[B_A (2B_E + B_A)].

For the given fields the root is √(0.07 × 490.07) T = 5.857 T, and ω_r = 0.17588 × 5.857 = 1.030 rad/ps. The frequency is 164.0 GHz and the period 6.10 ps.

**The velocity at any angle**

After the pulse the energy is conserved. Since m1·m2 = μ² − c² = 2μ² − 1, the energy apart from a constant is

W = 2B_E μ² − B_A (1 − μ²) cos²φ.

Just after the kick W = (2B_E + B_A)μ0² − B_A. Equating the two expressions and collecting the terms in μ²,

μ² (2B_E + B_A cos²φ) = (2B_E + B_A) μ0² − B_A sin²φ.

Multiply by γ²(2B_E + B_A cos²φ), so that the left side becomes φ'². With

ε = B_A/(2B_E + B_A),

the multiplying bracket is 2B_E + B_A cos²φ = (2B_E + B_A)(1 − ε sin²φ). The factor (2B_E + B_A) combines with the right side: γ²(2B_E + B_A)²μ0² is Ω², and γ²(2B_E + B_A)B_A is ω_r². Hence

φ'² = (1 − ε sin²φ)(Ω² − ω_r² sin²φ).

The first factor is positive, because 0 < ε < 1. The second decides the outcome.

If Ω < ω_r, the velocity vanishes at the angle φ_m given by

sin φ_m = Ω/ω_r,

which is less than 90°. There μ = 0 and μ' < 0, so the motion turns back. The Néel vector swings between −φ_m and φ_m and never reaches −z.

If Ω = ω_r, then φ' ≤ ω_r cosφ. The time to reach an angle φ is at least

(1/ω_r) ∫₀^φ dφ/cosφ = (1/ω_r) ln tan(π/4 + φ/2),

which diverges as φ → π/2. The vector creeps towards the barrier top without arriving.

If Ω > ω_r, then φ'² ≥ (1 − ε)(Ω² − ω_r²) > 0 at every angle. The velocity cannot change sign, and n passes −z in a finite time.

Reversal after an ideal kick therefore occurs if and only if

Ω > ω_r.

No assumption B_A ≪ B_E was used. As a test, the vector equations of both sublattices were integrated without the reduction, and the threshold was located by bisection. Divided by the resonance frequency of the linearized vector equations, it came out as 1.00000 for the fields of the problem. It was again 1.00000 for B_E = 10 T and B_A = 8 T, where ε = 0.29.

**Why the resonance sets the threshold**

For ε ≪ 1 the velocity law describes a particle of unit mass in the potential

U = ½ω_r² sin²φ.

Its curvature at φ = 0 is ω_r² and its height is ½ω_r². One constant fixes both, so the frequency at the bottom gives the speed needed to clear the top. The harmonic potential ½ω_r²φ² has the same curvature, but at π/2 its height is larger by (π/2)² = 2.47. The square root of that ratio is the false factor 1.571.

The link depends on the form of the anisotropy. Suppose a fourth-order term is present,

U = ½ω_r² (sin²φ + b sin⁴φ), with b > −½.

The curvature at φ = 0 is unchanged. The condition on b makes U rise all the way to π/2, where its height is ½ω_r²(1 + b). The threshold becomes Ω > ω_r √(1 + b), so b = 0.1 raises it by about 5%. The bare statement Ω > ω_r is derived here for second-order uniaxial anisotropy and need not hold for other forms.

**The time to reach −z**

Let q = ω_r²/Ω² < 1. The velocity law is symmetric about π/2, so the time from 0 to π is

T = (2/Ω) ∫₀^{π/2} dφ / √[(1 − ε sin²φ)(1 − q sin²φ)].

Put w = tanφ. Then dφ = dw/(1 + w²) and 1 − ε sin²φ = [1 + (1 − ε)w²]/(1 + w²), and likewise for q. The factors 1 + w² cancel:

T = (2/Ω) ∫₀^∞ dw / √{[1 + (1 − ε)w²][1 + (1 − q)w²]}.

Now put √(1 − ε) w = tanθ and define m by 1 − m = (1 − q)/(1 − ε). The first bracket becomes 1/cos²θ. The second is 1 + (1 − m)tan²θ = (1 − m sin²θ)/cos²θ. Since dw = dθ/[√(1 − ε) cos²θ], the cosines cancel again and

T = 2K(m)/[Ω√(1 − ε)], K(m) = ∫₀^{π/2} dθ/√(1 − m sin²θ).

For ε ≪ 1 and Ω ≫ ω_r, both m and ε are small, K → π/2 and T → π/Ω. This is free rotation through half a turn.

Near threshold m approaches 1. Let k² = 1 − m and ψ = π/2 − θ; the integrand is then 1/√(sin²ψ + k² cos²ψ). Split the range at an angle η with k ≪ η ≪ 1. Below η the integral is close to ∫₀^η dψ/√(ψ² + k²) ≈ ln(2η/k). Above η it is close to ∫ dψ/sinψ = −ln tan(η/2) ≈ ln(2/η). The sum ln(4/k) does not depend on η. For ε ≪ 1 and Ω = ω_r(1 + δ) with small δ, k² ≈ 1 − q ≈ 2δ, so

T ≈ (2/ω_r) ln(4/√(2δ)) = (1/ω_r) ln(8/δ).

The delay near threshold grows only logarithmically.

**The two kicks**

For Ω = 0.97 ω_r = 0.999 rad/ps, the turning angle is arcsin 0.97 = 75.9°. The harmonic solution gave 55.6°. Both say that n returns, but the true motion comes much closer to the barrier top.

For Ω = 1.03 ω_r = 1.061 rad/ps, q = 1/1.03² = 0.943 and K = 2.842, so T = 2 × 2.842/1.061 ≈ 5.36 ps. The Néel vector does reach −z, contrary to the harmonic answer. The canting required is small: μ0 = 0.0123, against √ε = 0.0120 at threshold.

At Ω = 1.001 ω_r the time is 8.72 ps. The logarithmic formula gives ln(8000)/1.0301 = 8.72 ps.

**A pulse of finite length**

Suppose that the pulse ends at an angle φ1 between −π/2 and π/2, with canting μ1 and forward velocity φ1'. At the barrier top W = 2B_E μ², so clearing it requires W > 0. Conversely, if W > 0, then μ can vanish at no angle, because μ = 0 would give W = −B_A cos²φ ≤ 0. The condition is therefore

μ1² (2B_E + B_A cos²φ1) > B_A cos²φ1.

Multiplying by γ²(2B_E + B_A cos²φ1) and taking the root gives

φ1' > ω_r cosφ1 √(1 − ε sin²φ1).

A pulse that has already carried n part of the way up the barrier may leave it with less than ω_r. For a constant torque lasting 0.2 ps, adjusted to the threshold, integration of the vector equations gives φ1 = 5.9° and φ1' = 0.995 ω_r. For 1.5 ps, about a quarter of a period, the values are 40.3° and 0.762 ω_r. The criterion Ω > ω_r thus applies to a kick that ends on the easy axis; a velocity read off after a longer pulse must be compared with the lower bound.

**What weak damping changes**

To hold the reversed state, the magnet must lose energy. Gilbert damping α ≪ 1 adds αγ[B_i − (m_i·B_i)m_i] to dm_i/dt. For B_A ≪ B_E the exchange part dominates. Its y component for the first moment is

−αγB_E [m2y − (m1·m2)m1y] = −αγB_E [−μ + (2μ² − 1)μ] = 2αγB_E μ(1 − μ²).

Because m1y = −μ and μ is small, this adds −Γμ to μ', with

Γ = 2αγB_E.

With φ' ≈ 2γB_E μ the motion obeys

φ'' + Γφ' + ½ω_r² sin 2φ = 0.

Multiplying by φ' shows that h = ½φ'² + ½ω_r² sin²φ falls at the rate Γφ'². The loss over an interval of angle is therefore Γ∫φ' dφ. To first order in Γ, φ' may be replaced by its value at the undamped threshold, ω_r|cosφ|, which gives a loss Γω_r per quarter turn. Clearing the first barrier requires

½Ω² − Γω_r > ½ω_r², or Ω > ω_r + Γ to first order.

The next barrier, at 3π/2, comes after three quarter turns. It stops n if ½Ω² − 3Γω_r < ½ω_r². A single reversal that settles at −z therefore needs, to first order,

ω_r + Γ < Ω < ω_r + 3Γ.

A somewhat stronger kick clears the second barrier too and returns n to +z. Exceeding ω_r is then not sufficient for a lasting reversal.

For α = 0.0002, Γ = 2 × 0.0002 × 0.17588 × 245 = 0.0172 rad/ps, or 0.0167 ω_r. The first-order window is 1.017 to 1.050 times ω_r; integration of the damped vector equations gives 1.017 to 1.053. The kick of 1.03 lies inside. After 60 ps n_z is −0.97, which is a momentary value: n still swings about −z, and the amplitude of small swings decays as exp(−Γt/2), with a time constant 2/Γ = 116 ps.

**The numbers beside a real material**

The fields give a resonance frequency close to that of bulk chromia, Cr2O3, an insulating uniaxial antiferromagnet that orders up to slightly above room temperature. The resonance fixes only the product of the two fields, so the numbers below belong to the stated inputs and describe chromia only to within a factor of a few; the last paragraph gives the size of the shift. Bulk values are also used for a film only 2 nm thick, where they may differ. The damping is also rough; to first order, the width of the window is proportional to it. Consider a cell of 50 nm × 50 nm × 2 nm at 100 K, with sublattice magnetization M = 580 kA/m and volume V. At this temperature n does not start at rest, as was assumed above. At fixed μ = 0 the barrier is

ΔE = MVB_A = 5.8×10⁵ × 5×10⁻²⁴ × 0.07 J = 2.03×10⁻¹⁹ J = 1.27 eV,

or 147 kT. The canting energy near rest is MV(2B_E + B_A)μ², with thermal mean kT/2. Since φ' = γμ(2B_E + B_A), the rms thermal velocity in units of ω_r is √(kT/2ΔE) = √(1/294) = 0.058. This exceeds the whole width of the damping window, 0.036, so the kick of 1.03 would not reverse this cell reliably. The classical estimate is reasonable because ħω_r/kT = 0.08. Thermal motion out of the plane and nonuniform rotation are left out, and their effect on the threshold has not been computed.

The drive is also far from ordinary. The canting carries angular momentum 2Mdμ0/γ per area, where d = 2 nm. Supplying it in 0.2 ps takes a spin current of 2.5×10⁸ A/cm² in charge units, if all of it is absorbed. With a rough spin Hall efficiency of 0.1, the neighbouring metal must carry 2.5×10⁹ A/cm², far above what a metal line can bear continuously. For a resistivity of 20 µΩ cm the electric field is 0.05 MV/cm. With a heat capacity of 2 J/(cm³ K) and no heat escaping, one pulse warms the metal by about 12 K once its electrons and lattice have reached a common temperature. Whether so large a current can be produced in 0.2 ps has not been examined here. Even if it can, the thermal spread found above makes the outcome of the kick uncertain. Further values are in the numerical output.

With M = 580 kA/m the fields of the problem imply a transverse susceptibility (the vacuum permeability times M/B_E) of 3.0×10⁻³ and an anisotropy energy density MB_A = 4×10⁴ J/m³. Both are about twice the values reported for bulk chromia, roughly 1.5×10⁻³ and 2×10⁴ J/m³, which correspond to B_E ≈ 490 T and B_A ≈ 0.035 T at the same ω_r. With that set the barrier falls to about 0.64 eV or 74 kT, the rms thermal velocity rises to about 0.08 ω_r, both currents are halved and the heating drops to about 3 K. At the same α the rate Γ doubles, so the first-order window moves to about 1.033 to 1.10 times ω_r and the kick of 1.03 falls just below it.

Numbers as computed

```
exchange field B_E = 245 T
anisotropy field B_A = 0.07 T
gyromagnetic ratio = 0.17588 rad/(ps T)
eps = B_A/(2 B_E + B_A) = 1.428e-04
resonance omega_r = 1.0301 rad/ps
resonance frequency = 164.0 GHz
resonance period = 6.099 ps
threshold canting mu = 0.01195
simulated threshold/omega_r, example = 1.00000
strong-anisotropy test fields B_E, B_A = 10, 8 T
simulated threshold/omega_r, strong = 1.00000
weak kick Omega/omega_r = 0.97
weak kick Omega = 0.9992 rad/ps
weak kick turning angle = 75.93 deg
strong kick Omega/omega_r = 1.03
strong kick Omega = 1.0611 rad/ps
strong kick canting mu = 0.01231
strong kick time to reach -z = 5.357 ps
time to reach -z at Omega/omega_r 1.001 = 8.721 ps
pulse 0.2 ps: end angle at threshold = 5.89 deg
pulse 0.2 ps: end velocity/omega_r at threshold = 0.9947
pulse 1.5 ps: end angle at threshold = 40.32 deg
pulse 1.5 ps: end velocity/omega_r at threshold = 0.7624
Gilbert damping alpha = 0.0002
damping rate Gamma = 0.01724 rad/ps
Gamma/omega_r = 0.0167
one-reversal window, first order = 1.0167 to 1.0502
one-reversal window, simulated = 1.0168 to 1.0528
damped strong kick: n_z after 60 ps = -0.974
cell side = 50 nm, thickness = 2 nm
sublattice magnetization = 580 kA/m
temperature = 100 K
barrier = 1.267 eV
barrier/kT = 147.0
thermal rms velocity/omega_r = 0.0583
hbar omega_r/kT = 0.0787
spin Hall efficiency = 0.10
metal resistivity = 20 uOhm cm
metal heat capacity = 2.0 J/(cm3 K)
spin current density (charge units) = 2.47e+08 A/cm2
charge current density = 2.47e+09 A/cm2
electric field in metal = 0.0493 MV/cm
heating of metal per pulse = 12.2 K
```
